# Lognormal Scale Variation in Weibull Plots: Flattened Centre, Recovered Early Slope: a numerical check

```python
# Result under test: Weibull lifetimes with common shape beta and lognormal
# device-to-device scale eta have a Weibull-plot slope below beta at all t > 0,
# while for t -> 0 the slope returns to beta and
#     F -> exp(s^2/2) * (t/eta0)^beta,   s = beta*sigma.
# Symbols: eta0 median scale, sigma standard deviation of ln(eta),
# X = (t/eta0)^beta, G = (eta/eta0)^(-beta) = exp(-s z), z standard normal,
# F failed fraction, H = -ln(1-F); Weibull-plot ordinate W = ln H.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

# Rough typical inputs: low-k dielectric between copper lines under stress
beta = 1.5
eta0 = 100.0             # h
spacing = 35.0           # nm
spacing_sd = 1.75        # nm
stress_voltage = 17.5    # V
use_voltage = 1.0        # V
field_acc = 4.0          # cm/MV
breakdown_field = 8.0    # MV/cm
temperature = 398.0      # K
temperature_sd = 1.0     # K
activation = 0.8         # eV

field = 10.0 * stress_voltage / spacing      # V/nm = 10 MV/cm
use_field = 10.0 * use_voltage / spacing
delta = spacing_sd / spacing
sigma = field_acc * field * delta
s = beta * sigma
enhancement = np.exp(s**2 / 2)

z = np.linspace(-14, 14, 2801)
weight = np.exp(-z**2 / 2) * (z[1] - z[0]) / np.sqrt(2 * np.pi)


def failed(X, spread=s):
    return np.sum(weight * -np.expm1(-X * np.exp(-spread * z)))


def cumulative_hazard(X, spread=s):
    F = failed(X, spread)
    if F < 0.5:
        return -np.log1p(-F)
    return -np.log(np.sum(weight * np.exp(-X * np.exp(-spread * z))))


def relative_slope(X, spread=s):
    """Finite-difference slope of the Weibull plot divided by beta."""
    h = 1e-3
    up = cumulative_hazard(X * np.exp(h), spread)
    down = cumulative_hazard(X * np.exp(-h), spread)
    return np.log(up / down) / (2 * h)


def survivor_weakness(X):
    G = np.exp(-s * z)
    alive = weight * np.exp(-X * G)
    return np.sum(alive * G) / np.sum(alive)


def X_at(F):
    return np.exp(brentq(lambda y: failed(np.exp(y)) - F, -30, 15,
                         xtol=1e-12))


def time_at(F):
    return eta0 * X_at(F)**(1 / beta)


# Direct simulation of device lifetimes against the mixture integral
rng = np.random.default_rng(7)
n_sim = 2_000_000
sim_spacing = spacing + spacing_sd * rng.standard_normal(n_sim)
sim_eta = eta0 * np.exp(field_acc * field * (sim_spacing / spacing - 1))
sim_life = sim_eta * rng.exponential(size=n_sim)**(1 / beta)
for F in (1e-3, 0.1, 0.5):
    measured = np.mean(sim_life < time_at(F))
    assert abs(measured - F) < 5 * np.sqrt(F * (1 - F) / n_sim)

# Moments, rigorous tail bounds and slope below beta for several spreads
for spread in (0.5, 1.5, 2.5):
    m1 = np.exp(spread**2 / 2)
    for k in (1, 2):
        moment = np.sum(weight * np.exp(-k * spread * z))
        assert abs(moment / np.exp(k**2 * spread**2 / 2) - 1) < 1e-8
    for X in np.logspace(-4, 2, 25):
        ratio = failed(X, spread) / (m1 * X)
        loss = X * np.exp(1.5 * spread**2)
        slope = relative_slope(X, spread)
        assert 1 - loss / 2 <= ratio <= 1
        assert 1 - loss - 1e-8 <= slope < 1
    X = 1e-12
    assert abs(failed(X, spread) / (m1 * X) - 1) < 1e-6
    assert abs(relative_slope(X, spread) - 1) < 1e-6

# Survivor mechanism: slope = present weakness / its past average
for X in (0.01, 0.3, 3.0):
    past = quad(lambda y: 4 * y**3 * survivor_weakness(X * y**4), 0, 1,
                epsabs=1e-10, epsrel=1e-9, limit=200)[0]
    assert abs(past * X / cumulative_hazard(X) - 1) < 1e-6
    assert abs(survivor_weakness(X) / past - relative_slope(X)) < 1e-5
    h = 1e-4 * X
    G = np.exp(-s * z)
    alive = weight * np.exp(-X * G)
    alive = alive / alive.sum()
    variance_alive = np.sum(alive * G**2) - np.sum(alive * G)**2
    derivative = (survivor_weakness(X + h) - survivor_weakness(X - h)) / (2*h)
    assert abs(-derivative / variance_alive - 1) < 1e-4

# Leading approach of the slope to beta
X = 1e-5
predicted_deficit = failed(X) * np.expm1(s**2) / 2
assert abs((1 - relative_slope(X)) / predicted_deficit - 1) < 0.01

# Early failures come from devices s standard deviations weak
X = 1e-7
early = weight * -np.expm1(-X * np.exp(-s * z))
early_mean_z = np.sum(early * z) / early.sum()
assert abs(early_mean_z + s) < 1e-3
middle = weight * -np.expm1(-X_at(0.5) * np.exp(-s * z))
middle_mean_z = np.sum(middle * z) / middle.sum()
assert middle_mean_z > early_mean_z

# Variance of ln(t) from the mixed density
y = np.arange(-40, 30, 0.05)
density = np.array([np.sum(weight * np.exp(v - s*z - np.exp(v - s*z)))
                    for v in y]) * 0.05
mean_y = np.sum(y * density)
variance_log_t = np.sum((y - mean_y)**2 * density) / beta**2
variance_formula = sigma**2 + np.pi**2 / (6 * beta**2)
assert abs(density.sum() - 1) < 1e-8
assert abs(variance_log_t / variance_formula - 1) < 1e-6
matched_slope = beta / np.sqrt(1 + 6 * s**2 / np.pi**2)
t10, t90 = time_at(0.1), time_at(0.9)
W10, W90 = np.log(-np.log(0.9)), np.log(-np.log(0.1))
chord_slope = (W90 - W10) / np.log(t90 / t10)
assert abs(chord_slope / matched_slope - 1) < 0.10   # an estimate only

# Very late times: the slope keeps falling
late = [relative_slope(X) for X in (1e2, 1e4, 1e6)]
assert late[0] > late[1] > late[2] and late[2] < 0.25

# Contrast 1: independent variation among segments inside each device
n_segments = 1000
device_G = np.array([np.exp(s * rng.standard_normal(n_segments)).mean()
                     for _ in range(4000)])
X = np.log(2) / enhancement
S_seg = np.mean(np.exp(-X * device_G))
segment_slope = (np.mean(X * device_G * np.exp(-X * device_G))
                 / (-S_seg * np.log(S_seg)))
segment_enhancement = -np.log(S_seg) / X
assert abs(segment_slope - 1) < 0.02
assert abs(segment_enhancement / enhancement - 1) < 0.03

# Contrast 2: power-law weakness P(G>g)=g^(-a), a<1, has infinite mean
a = 0.6
u = np.linspace(0, 90, 90001)


def failed_power_law(X):
    value = a * np.exp(-a * u) * -np.expm1(-X * np.exp(u))
    return np.sum((value[1:] + value[:-1]) / 2) * (u[1] - u[0])


X = 1e-10
power_slope = np.log(failed_power_law(2*X) / failed_power_law(X)) / np.log(2)
assert abs(power_slope - a) < 1e-3
assert abs(failed_power_law(X) / (gamma_function(1-a) * X**a) - 1) < 1e-3

# Onset of recovery and extrapolation to 1 ppm
X_onset = np.exp(brentq(lambda v: relative_slope(np.exp(v)) - 0.95, -15, 0))
F_onset = failed(X_onset)
F_onset_estimate = 0.1 / np.expm1(s**2)
target = 1e-6
t_true = time_at(target)
t_tail = eta0 * (target / enhancement)**(1 / beta)
t_median_scale = eta0 * (-np.log1p(-target))**(1 / beta)
t_chord = t10 * np.exp((np.log(-np.log1p(-target)) - W10) / chord_slope)
assert abs(t_tail / t_true - 1) < 1e-3
assert abs(t_median_scale / t_true / np.exp(beta*sigma**2/2) - 1) < 1e-3
assert t_chord < t_true < t_median_scale


# Neglected effects
def general_time_and_slope(log_eta_shift, shape, w):
    def F_of(log_time):
        exponent = shape * (log_time - log_eta_shift)
        return np.sum(w * -np.expm1(-np.exp(exponent)))
    root = brentq(lambda v: np.log(F_of(v) / target), -40, 0)
    h = 1e-3
    hazard = [-np.log1p(-F_of(root + q)) for q in (-h, h)]
    return eta0 * np.exp(root), np.log(hazard[1] / hazard[0]) / (2*h)


def curved_case(cut):
    keep = np.abs(z) <= cut + 1e-9
    w = weight[keep] / weight[keep].sum()
    shift = field_acc * field * (1 - 1 / (1 + delta * z[keep]))
    factor = np.sum(w * np.exp(-beta * shift))
    return factor, general_time_and_slope(shift, beta, w)


curved_factor, (t_curved, slope_curved) = curved_case(6)
assert abs(curved_case(5)[0] / curved_factor - 1) < 0.02
t_shape, slope_shape = general_time_and_slope(
    sigma * z, beta * (1 + delta * z), weight)
boltzmann_eV = constants.k / constants.e
sigma_T = activation * temperature_sd / (boltzmann_eV * temperature**2)
sigma_use_linear = field_acc * use_field * delta
sigma_use_root = sigma * np.sqrt(use_field / field)
early_field = field / (1 - s * delta)
z_breakdown = (field / breakdown_field - 1) / delta

print(f"Weibull shape beta: {beta:.2f}")
print(f"median scale eta0: {eta0:.0f} h")
print(f"spacing mean, sd: {spacing:.1f}, {spacing_sd:.2f} nm")
print(f"relative spacing sd: {delta:.3f}")
print(f"stress, use voltage: {stress_voltage:.1f}, {use_voltage:.1f} V")
print(f"stress, use field: {field:.2f}, {use_field:.3f} MV/cm")
print(f"field acceleration gamma: {field_acc:.1f} cm/MV")
print(f"sigma of ln eta: {sigma:.3f}; s = beta*sigma: {s:.3f}")
print(f"prefactor enhancement exp(s^2/2): {enhancement:.3f}")
print("F | time (h) | local slope | H/X")
for F in (1e-6, 1e-4, 1e-3, 1e-2, 0.1, 0.5, 0.632, 0.9, 0.99):
    X = X_at(F)
    print(f"{F:.3g} | {time_at(F):.4g} | {beta*relative_slope(X):.3f}"
          f" | {cumulative_hazard(X)/X:.3f}")
print(f"sd of ln t: {np.sqrt(variance_log_t):.3f}")
print(f"variance-matched slope: {matched_slope:.3f}")
print(f"10-90 % chord slope: {chord_slope:.3f}")
print(f"F where slope = 0.95 beta: {F_onset:.4f}")
print(f"leading estimate of that F: {F_onset_estimate:.4f}")
print(f"devices for 10 failures below it: {10/F_onset:.0f}")
print(f"mean z of early failures: {early_mean_z:.3f}")
print(f"mean z of failures at F=0.5: {middle_mean_z:.3f}")
print(f"late slopes at X=1e2,1e4,1e6: "
      f"{beta*late[0]:.3f}, {beta*late[1]:.3f}, {beta*late[2]:.3f}")
print(f"segments per device in contrast: {n_segments}")
print(f"segmented median slope: {beta*segment_slope:.3f}")
print(f"segmented enhancement: {segment_enhancement:.3f}")
print(f"power-law index a: {a:.2f}; early slope: {beta*power_slope:.3f}")
print(f"1 ppm time, full mixture: {t_true:.4g} h")
print(f"1 ppm time, tail formula: {t_tail:.4g} h")
print(f"1 ppm time, beta and eta0: {t_median_scale:.4g} h")
print(f"1 ppm time, 10-90 % line: {t_chord:.4g} h")
print(f"median-scale optimism factor: {t_median_scale/t_true:.3f}")
print(f"central-line pessimism factor: {t_true/t_chord:.1f}")
print(f"curved field, 6 sd cut: enhancement {curved_factor:.3f}")
print(f"curved field at 1 ppm: {t_curved:.4g} h, slope {slope_curved:.3f}")
print(f"beta ~ spacing at 1 ppm: {t_shape:.4g} h, slope {slope_shape:.3f}")
print(f"temperature, sd: {temperature:.0f}, {temperature_sd:.1f} K")
print(f"activation energy: {activation:.2f} eV")
print(f"sigma from temperature: {sigma_T:.4f}")
print(f"field at z=-s: {early_field:.2f} MV/cm")
print(f"rough breakdown field: {breakdown_field:.1f} MV/cm")
print(f"z for immediate breakdown: {z_breakdown:.2f}")
for label, value in (("linear-E", sigma_use_linear),
                     ("root-E", sigma_use_root)):
    print(f"use field, {label}: sigma {value:.4f}, "
          f"enhancement {np.exp((beta*value)**2/2):.4f}")
print("checks complete")
```

Running it gives:

```
Weibull shape beta: 1.50
median scale eta0: 100 h
spacing mean, sd: 35.0, 1.75 nm
relative spacing sd: 0.050
stress, use voltage: 17.5, 1.0 V
stress, use field: 5.00, 0.286 MV/cm
field acceleration gamma: 4.0 cm/MV
sigma of ln eta: 1.000; s = beta*sigma: 1.500
prefactor enhancement exp(s^2/2): 3.080
F | time (h) | local slope | H/X
1e-06 | 0.004724 | 1.500 | 3.080
0.0001 | 0.1018 | 1.499 | 3.079
0.001 | 0.4738 | 1.494 | 3.067
0.01 | 2.255 | 1.451 | 2.968
0.1 | 12.56 | 1.250 | 2.368
0.5 | 72.08 | 0.902 | 1.133
0.632 | 110.2 | 0.823 | 0.864
0.9 | 346.2 | 0.644 | 0.358
0.99 | 1166 | 0.506 | 0.116
sd of ln t: 1.316
variance-matched slope: 0.975
10-90 % chord slope: 0.930
F where slope = 0.95 beta: 0.0172
leading estimate of that F: 0.0118
devices for 10 failures below it: 580
mean z of early failures: -1.500
mean z of failures at F=0.5: -0.626
late slopes at X=1e2,1e4,1e6: 0.453, 0.288, 0.207
segments per device in contrast: 1000
segmented median slope: 1.496
segmented enhancement: 3.064
power-law index a: 0.60; early slope: 0.900
1 ppm time, full mixture: 0.004724 h
1 ppm time, tail formula: 0.004724 h
1 ppm time, beta and eta0: 0.01 h
1 ppm time, 10-90 % line: 4.991e-05 h
median-scale optimism factor: 2.117
central-line pessimism factor: 94.6
curved field, 6 sd cut: enhancement 4.307
curved field at 1 ppm: 0.003778 h, slope 1.500
beta ~ spacing at 1 ppm: 0.002253 h, slope 1.350
temperature, sd: 398, 1.0 K
activation energy: 0.80 eV
sigma from temperature: 0.0586
field at z=-s: 5.41 MV/cm
rough breakdown field: 8.0 MV/cm
z for immediate breakdown: -7.50
use field, linear-E: sigma 0.0571, enhancement 1.0037
use field, root-E: sigma 0.2390, enhancement 1.0664
checks complete
```
